# Fermi Level That Minimizes the Active Fraction of Hydrogen-Passivated Dangling Bonds: test program

```python
"""
Result under test: at fixed chemical potential of NEUTRAL hydrogen, the active
(unpassivated) fraction theta of dangling bonds with states +, 0, - is least at
    F* = (e_plus + e_minus)/2 + (kT/2) ln(z_plus/z_minus).
F: Fermi level above the valence edge; e_plus, e_minus: (+/0) and (0/-) energy
levels; z: internal partition functions (1, 2, 1 for +, 0, -);
K = exp(G/kT): weight of the Si-H state relative to one D0 microstate;
theta = Z_D/(Z_D + K), with Z_D the sum of the dangling-bond weights.
Energies are in eV unless a name says otherwise. Material inputs are rough.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import logsumexp

# ---------- inputs of the example ----------
T = 900.0
kT = sc.k * T / sc.e
gap, e_plus, e_minus = 0.92, 0.25, 0.70
gap_room = 1.12
bind_SiH, bind_H2 = 3.1, 4.5
pressure_torr = 760.0
bond_H2_nm, vib_H2 = 0.074, 0.54
vib_SiH = (0.25, 0.08, 0.08)
mass_e, mass_h = 1.1, 0.9
doping_cm3 = 1e19
sites_cm2 = 5e12
attempt_rate = 1e13
U = e_minus - e_plus
middle = 0.5 * (e_plus + e_minus)

# ---------- hydrogen gas and free-energy gain ----------
m_H = sc.m_p + sc.m_e
m_H2 = 2 * m_H
wavelength = sc.h / np.sqrt(2 * np.pi * m_H2 * sc.k * T)
B_rot = sc.hbar**2 / (m_H * (bond_H2_nm * 1e-9)**2) / sc.e
J = np.arange(60)
spin_weight = np.where(J % 2 == 0, 1, 3)
# division by 4 removes the nuclear spins, which Si-H carries as well
q_rot = np.sum(spin_weight * (2*J + 1) * np.exp(-B_rot*J*(J + 1)/kT)) / 4
q_vib = 1 / (1 - np.exp(-vib_H2 / kT))
volume_per_molecule = sc.k * T / (pressure_torr * sc.torr)
mu_H = -0.5 * kT * np.log(volume_per_molecule / wavelength**3 * q_rot * q_vib)
z_SiH = np.prod([1 / (1 - np.exp(-v / kT)) for v in vib_SiH])
gain = bind_SiH - bind_H2 / 2 + mu_H + kT * np.log(z_SiH)
K = np.exp(gain / kT)

# translational states: explicit levels in a box against the wavelength formula
box = 50e-9
n = np.arange(1, 20001)
box_sum = np.sum(np.exp(-n**2 * sc.h**2 / (8 * m_H2 * box**2 * sc.k * T)))
assert abs(box_sum / (box / wavelength - 0.5) - 1) < 1e-6
assert abs(q_rot / (kT / (2 * B_rot)) - 1) < 0.05


def theta_formula(F, lp=e_plus, lm=e_minus, zp=1.0, z0=2.0, zm=1.0, weight=K):
    """Closed cosh formula for the active fraction."""
    center = 0.5 * (lp + lm) + 0.5 * kT * np.log(zp / zm)
    Z = z0 + 2*np.sqrt(zp*zm)*np.exp(-(lm - lp)/(2*kT))*np.cosh((F - center)/kT)
    return Z / (Z + weight)


def theta_listed(F, lp=e_plus, lm=e_minus, copies=(1, 2, 1), weight=K):
    """Active fraction from separately listed microstates."""
    Z = (copies[0] * np.exp((lp - F) / kT) + copies[1]
         + copies[2] * np.exp((F - lm) / kT))
    return Z / (Z + weight)


def find_minimum(function):
    return minimize_scalar(function, bounds=(0, gap), method="bounded",
                           options={"xatol": 1e-10}).x


# ---------- interacting electrons in Fock space ----------
def annihilators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, unit = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for k in range(modes):
        op = np.eye(1)
        for j in range(modes):
            op = np.kron(op, sign if j < k else lower if j == k else unit)
        result.append(op)
    return result


def spectrum(hamiltonian, number):
    energies, electrons = [], []
    counts = np.rint(np.diag(number)).astype(int)
    for count in np.unique(counts):
        index = np.where(counts == count)[0]
        values = np.linalg.eigvalsh(hamiltonian[np.ix_(index, index)])
        energies.extend(values)
        electrons.extend([count] * len(index))
    return np.array(energies), np.array(electrons)


class FockSite:
    """Dangling orbital, without or with a proton that adds a second orbital."""

    def __init__(self, level, repulsion):
        a = annihilators(2)
        num = [x.T @ x for x in a]
        self.bare = spectrum(level*(num[0] + num[1]) + repulsion*num[0] @ num[1],
                             num[0] + num[1])
        c = annihilators(4)
        num = [x.T @ x for x in c]
        h = level*(num[0] + num[1]) + repulsion*num[0] @ num[1]
        h = h - 4.0*(num[2] + num[3]) + 9.0*num[2] @ num[3]
        for s in (0, 1):
            hop = c[s].T @ c[s + 2]
            h = h - 3.0 * (hop + hop.T)
        self.bonded = spectrum(h, sum(num))
        E, N = self.bonded
        self.mu_neutral = gain + E[N == 2].min() - level

    def state(self, F, fixed_proton=False):
        # proton reservoir matched to the neutral one at the level midpoint
        mu_proton = self.mu_neutral - (middle if fixed_proton else F)
        E, N = self.bare
        log_bare = -(E - F * N) / kT
        Eb, Nb = self.bonded
        log_bonded = -(Eb - F * Nb - mu_proton) / kT
        total_bare, total_bonded = logsumexp(log_bare), logsumexp(log_bonded)
        p = np.exp(log_bare - total_bare)
        pb = np.exp(log_bonded - total_bonded)
        odds = total_bare - total_bonded
        theta = 1 / (1 + np.exp(-odds))
        by_charge = [p[N == k].sum() for k in (0, 1, 2)]
        return dict(log_odds=odds, theta=theta, charge=np.sum(p * (1 - N)),
                    bonded_charge=np.sum(pb * (2 - Nb)), parts=by_charge)


site = FockSite(e_plus, U)
F_grid = np.linspace(0, gap, 93)
theta_fock = np.array([site.state(F)["theta"] for F in F_grid])
assert np.allclose(theta_fock, theta_formula(F_grid), rtol=1e-8, atol=0)
F_min = find_minimum(lambda F: site.state(F)["log_odds"])
assert abs(F_min - middle) < 1e-6
assert abs(site.state(middle)["charge"]) < 1e-10

# attractive effective interaction: levels in reversed order
negative_site = FockSite(0.55, -0.20)
F_negative = find_minimum(lambda F: negative_site.state(F)["log_odds"])
assert abs(F_negative - 0.45) < 1e-6

# charge identity, also where Si-H itself becomes charged
E_b, N_b = site.bonded
bonded_donor = E_b[N_b == 2].min() - E_b[N_b == 1].min()
bonded_acceptor = E_b[N_b == 3].min() - E_b[N_b == 2].min()
assert bonded_donor < 0 and bonded_acceptor > gap
for F in (bonded_donor, 0.15, 0.60, 0.80):
    d = 1e-4
    slope = (site.state(F + d)["log_odds"] - site.state(F - d)["log_odds"])/(2*d)
    s = site.state(F)
    assert abs(slope - (s["bonded_charge"] - s["charge"]) / kT) < 1e-4
assert site.state(bonded_donor)["bonded_charge"] > 0.1

# the neutral, spin-carrying fraction has its maximum at the same place
F_spin = find_minimum(
    lambda F: -np.log(site.state(F)["theta"] * site.state(F)["parts"][1]))
assert abs(F_spin - middle) < 1e-6

# equal-population levels
pop_plus, pop_minus = e_plus - kT*np.log(2), e_minus + kT*np.log(2)
parts = site.state(pop_plus)["parts"]
assert abs(parts[0] / parts[1] - 1) < 1e-9
parts = site.state(pop_minus)["parts"]
assert abs(parts[2] / parts[1] - 1) < 1e-9

# unequal internal partition functions
entropy_shift = 0.5 * kT * np.log(3)
F_entropy = find_minimum(lambda F: np.log(theta_listed(F, copies=(3, 2, 1))))
assert abs(F_entropy - middle - entropy_shift) < 1e-6

# flatness of the minimum
charged_weight = 2 * np.exp(-U / (2 * kT))
Z_min = 2 + charged_weight
half_width = kT * np.arccosh(1 + 0.1 * Z_min / charged_weight)
base = site.state(middle)["log_odds"]
direct_width = brentq(
    lambda x: site.state(middle + x)["log_odds"] - base - np.log(1.1), 0.001, 0.4)
assert abs(half_width - direct_width) < 1e-7

# reservoir of protons: no interior minimum
proton_odds = np.array([site.state(F, True)["log_odds"] for F in F_grid])
assert np.all(np.diff(proton_odds) < 0)
F = 0.62
slope = (site.state(F + 1e-4, True)["log_odds"]
         - site.state(F - 1e-4, True)["log_odds"]) / 2e-4
assert abs(slope + (1 + site.state(F)["charge"]) / kT) < 1e-4

# ---------- Fermi level set by doping ----------
def band_density(mass):
    return 2*(2*np.pi*mass*sc.m_e*sc.k*T/sc.h**2)**1.5 * 1e-6


def fermi_integral(eta):
    return 2/np.sqrt(np.pi)*quad(
        lambda y: 2*y*y/(1 + np.exp(y*y - eta)), 0, 8, epsabs=1e-12)[0]


N_c, N_v = band_density(mass_e), band_density(mass_h)
n_i = np.sqrt(N_c * N_v) * np.exp(-gap / (2 * kT))
F_i = gap / 2 + 0.5 * kT * np.log(N_v / N_c)


def F_simple(donors):
    return F_i + kT * np.arcsinh(donors / (2 * n_i))


def F_degenerate(donors):
    def balance(F):
        electrons = N_c * fermi_integral((F - gap) / kT)
        holes = N_v * fermi_integral(-F / kT)
        return (electrons - holes - donors) / n_i
    return brentq(balance, -0.1, 1.02)


assert abs(F_simple(1e17) - F_degenerate(1e17)) < 2e-4
F_n, F_p = F_simple(doping_cm3), F_simple(-doping_cm3)
degeneracy_shift = max(abs(F_degenerate(s*doping_cm3) - F_simple(s*doping_cm3))
                       for s in (1, -1))
assert degeneracy_shift < 0.01

# ---------- equilibration ----------
def slow_rate(F, extra=0.0):
    """Slowest rate for Si-H, D+, D0, D-; bond release rate set to one."""
    w = np.array([K, np.exp((e_plus - F)/kT), 2.0, np.exp((F - e_minus)/kT)])
    M = np.zeros((4, 4))

    def connect(i, j, rate_ij):
        rate_ji = rate_ij * w[i] / w[j]
        M[j, i] += rate_ij
        M[i, i] -= rate_ij
        M[i, j] += rate_ji
        M[j, j] -= rate_ji
    connect(0, 2, 1.0)
    connect(2, 1, 1e7)
    connect(2, 3, 1e7)
    if extra:
        connect(0, 1, extra)
    return np.sort(np.abs(np.linalg.eigvals(M)))[1]


for F in (0.05, middle):
    assert abs(slow_rate(F) * site.state(F)["theta"] - 1) < 1e-3
assert slow_rate(0.05, extra=0.5) > slow_rate(0.05)
release_rate = attempt_rate * np.exp(-bind_SiH / kT)
theta_min = site.state(middle)["theta"]
relax_time = theta_min / release_rate

# ---------- disorder ----------
x, weight_x = np.polynomial.hermite.hermgauss(40)
weight_x = weight_x / np.sqrt(np.pi)
sigma_plus, sigma_minus, sigma_bind = 0.10, 0.06, 0.10


def theta_level_spread(F, weight):
    lp = e_plus + np.sqrt(2) * sigma_plus * x[:, None]
    lm = e_minus + np.sqrt(2) * sigma_minus * x[None, :]
    return weight_x @ theta_listed(F, lp, lm, weight=weight) @ weight_x


def theta_bind_spread(F):
    return weight_x @ theta_listed(
        F, weight=K * np.exp(np.sqrt(2) * sigma_bind * x / kT))


dilute_shift = (sigma_plus**2 - sigma_minus**2) / (4 * kT)
F_dilute = find_minimum(lambda F: np.log(theta_level_spread(F, K * 1e5)))
assert abs(F_dilute - middle - dilute_shift) < 5e-4
F_spread = find_minimum(lambda F: np.log(theta_level_spread(F, K)))
F_bind = find_minimum(lambda F: np.log(theta_bind_spread(F)))
assert abs(F_bind - middle) < 1e-6

# ---------- band bending by charged dangling bonds ----------
permittivity = 11.7 * sc.epsilon_0
debye = np.sqrt(permittivity * kT / (sc.e * doping_cm3 * 1e6))
bending = []
for F in (F_n, F_p):
    s = site.state(F)
    sheet = sc.e * sites_cm2 * 1e4 * s["theta"] * abs(s["charge"])
    drive = sheet * debye / (permittivity * kT)
    exact = brentq(lambda v: 2*(np.exp(-v) + v - 1) - drive**2, 1e-8, 5)
    assert abs(exact / drive - 1) < 0.10
    bending.append(exact * kT)

drift = 0.5 * (gap_room - gap)
theta_drift = max(site.state(middle + s*drift)["theta"] for s in (1, -1))


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Temperature", T, "K", ".0f")
show("Thermal energy kT", kT, "eV", ".5f")
show("H2 pressure", pressure_torr, "Torr", ".0f")
show("Gap at anneal (rough)", gap, "eV", ".2f")
show("Level +/0 (rough)", e_plus, "eV", ".2f")
show("Level 0/- (rough)", e_minus, "eV", ".2f")
show("Si-H binding (rough)", bind_SiH, "eV", ".1f")
show("H2 binding (rough)", bind_H2, "eV", ".1f")
show("H2 bond length (rough)", bond_H2_nm, "nm", ".3f")
show("H2 vibration quantum (rough)", vib_H2, "eV", ".2f")
show("Si-H stretch quantum (rough)", vib_SiH[0], "eV", ".2f")
show("Si-H bend quantum, two modes (rough)", vib_SiH[1], "eV", ".2f")
show("H2 thermal wavelength", wavelength * 1e9, "nm", ".5f")
show("H2 rotational factor", q_rot, "", ".3f")
show("mu_H from half H2 ground energy", mu_H, "eV")
show("Si-H vibrational factor", z_SiH, "", ".3f")
show("Free-energy gain G", gain, "eV")
show("Si-H weight K", K, "", ".2f")
show("Midpoint of levels", middle, "eV")
show("Minimum found in Fock model", F_min, "eV")
show("Minimum, levels 0.55 and 0.35 eV", F_negative, "eV")
show("Equal-population level +/0", pop_plus, "eV")
show("Equal-population level 0/-", pop_minus, "eV")
show("Z_D at minimum", Z_min)
show("Active fraction at minimum", theta_min, "", ".5f")
show("Half-width for 10% higher odds", half_width, "eV")
show("Electron, hole mass (rough)", mass_e, f"and {mass_h:.1f} m_e", ".1f")
show("Intrinsic carrier density", n_i, "cm^-3", ".3e")
show("Doping, n or p", doping_cm3, "cm^-3", ".1e")
for name, F in (("intrinsic", F_i), ("n-type", F_n), ("p-type", F_p),
                ("valence edge", 0.0), ("conduction edge", gap)):
    s = site.state(F)
    print(f"{name}: F = {F:.4f} eV, active fraction = {s['theta']:.5f}, "
          f"mean charge = {s['charge']:+.4f} e")
for name, F in (("p-type", F_p), ("midpoint", middle), ("n-type", F_n)):
    show(f"Fixed proton potential, {name}, fraction",
         site.state(F, True)["theta"], "", ".5f")
show("Minimum fraction, binding +0.1 eV",
     theta_formula(middle, weight=K*np.exp(0.1/kT)), "", ".5f")
show("Minimum fraction, binding -0.1 eV",
     theta_formula(middle, weight=K*np.exp(-0.1/kT)), "", ".5f")
show("Minimum fraction, binding spread 0.10 eV",
     theta_bind_spread(middle), "", ".5f")
show("Possible midpoint drift with gap", drift, "eV", ".2f")
show("Largest fraction at that offset", theta_drift, "", ".5f")
show("Shift for z_plus/z_minus = 3", entropy_shift, "eV")
show("Shift, level spreads 0.10/0.06 eV", F_spread - middle, "eV")
show("Same shift, dilute formula", dilute_shift, "eV")
show("Largest carrier-degeneracy shift of F", degeneracy_shift, "eV", ".5f")
show("Site density (rough)", sites_cm2, "cm^-2", ".1e")
show("Largest band bending, doped cases", max(bending), "eV", ".5f")
show("Attempt rate (rough)", attempt_rate, "s^-1", ".1e")
show("Si-H release rate", release_rate, "s^-1", ".3e")
show("Relaxation time at minimum", relax_time / 60, "min", ".1f")
print("finished without a failed check")
```

Running it gives:

```
Temperature: 900 K
Thermal energy kT: 0.07756 eV
H2 pressure: 760 Torr
Gap at anneal (rough): 0.92 eV
Level +/0 (rough): 0.25 eV
Level 0/- (rough): 0.70 eV
Si-H binding (rough): 3.1 eV
H2 binding (rough): 4.5 eV
H2 bond length (rough): 0.074 nm
H2 vibration quantum (rough): 0.54 eV
Si-H stretch quantum (rough): 0.25 eV
Si-H bend quantum, two modes (rough): 0.08 eV
H2 thermal wavelength: 0.04099 nm
H2 rotational factor: 5.290
mu_H from half H2 ground energy: -0.6227 eV
Si-H vibrational factor: 2.515
Free-energy gain G: 0.2988 eV
Si-H weight K: 47.11
Midpoint of levels: 0.4750 eV
Minimum found in Fock model: 0.4750 eV
Minimum, levels 0.55 and 0.35 eV: 0.4500 eV
Equal-population level +/0: 0.1962 eV
Equal-population level 0/-: 0.7538 eV
Z_D at minimum: 2.1099
Active fraction at minimum: 0.04287
Half-width for 10% higher odds: 0.1345 eV
Electron, hole mass (rough): 1.1 and 0.9 m_e
Intrinsic carrier density: 3.436e+17 cm^-3
Doping, n or p: 1.0e+19 cm^-3
intrinsic: F = 0.4483 eV, active fraction = 0.04300, mean charge = +0.0182 e
n-type: F = 0.7098 eV, active fraction = 0.06245, mean charge = -0.3609 e
p-type: F = 0.1868 eV, active fraction = 0.08293, mean charge = +0.5299 e
valence edge: F = 0.0000 eV, active fraction = 0.36533, mean charge = +0.9262 e
conduction edge: F = 0.9200 eV, active fraction = 0.28805, mean charge = -0.8950 e
Fixed proton potential, p-type, fraction: 0.78796
Fixed proton potential, midpoint, fraction: 0.04287
Fixed proton potential, n-type, fraction: 0.00321
Minimum fraction, binding +0.1 eV: 0.01219
Minimum fraction, binding -0.1 eV: 0.13987
Minimum fraction, binding spread 0.10 eV: 0.07727
Possible midpoint drift with gap: 0.10 eV
Largest fraction at that offset: 0.04490
Shift for z_plus/z_minus = 3: 0.0426 eV
Shift, level spreads 0.10/0.06 eV: 0.0201 eV
Same shift, dilute formula: 0.0206 eV
Largest carrier-degeneracy shift of F: 0.00246 eV
Site density (rough): 5.0e+12 cm^-2
Largest band bending, doped cases: 0.00774 eV
Attempt rate (rough): 1.0e+13 s^-1
Si-H release rate: 4.373e-05 s^-1
Relaxation time at minimum: 16.3 min
finished without a failed check
```
